Coulomb cusp of the acceptor ground state in the spherical Luttinger model

In a cubic semiconductor such as germanium, a hole bound to a shallow acceptor moves in a valence band that is fourfold degenerate at its top. Near the ion its envelope must balance the 1/r singularity of the potential, as in hydrogen, but the kinetic energy is now a matrix that mixes L=0 and L=2. The problem is to find how both envelopes leave the origin.

Hole energies are counted positive into the valence band. The ion is a point charge in a medium of dielectric constant ε, and the split-off band is left out. Lengths are in a0 = ε γ1 a_B and energies in R0 = Ry/(ε² γ1), where a_B is the Bohr radius, Ry the Rydberg energy and γ1, γ2, γ3 the Luttinger parameters. J is the spin-3/2 vector operator, and n is a unit vector.

**(a) Write the spherical Hamiltonian and the form of the ground state.**

In the spherical approximation γ2 and γ3 are replaced by one number γ. Of the five quadrupole components of the kinetic energy, two carry γ2 and three carry γ3, so γ = (2γ2 + 3γ3)/5. The Luttinger kinetic energy is then

(ħ²/2m0) [(γ1 + 5γ/2) k² − 2γ (k·J)²].

Define

Q(n) = (n·J)² − 5/4.

Since (n·J)² has the eigenvalues 9/4 and 1/4, Q has the eigenvalues +1 and −1, and Q² = 1. In the chosen units the kinetic energy becomes

T = k² [1 − μ Q(n)], n = k/|k|, μ = 2γ/γ1 = (4γ2 + 6γ3)/(5γ1).

Heavy holes (Q = +1) have inverse mass 1−μ and light holes (Q = −1) have 1+μ, in units of γ1/m0. We take 0 ≤ μ < 1; both masses are then positive, and Q = +1 is never the lighter one. Replacing k by −i∇ gives

H = −∇² + μD − 2/r, D = (J·∇)² − (5/4)∇².

H conserves F = L + J and parity. We treat the lowest even state with F = 3/2, the acceptor ground state of this model. With J = 3/2, only L = 0 and L = 2 are even and can give F = 3/2. For a constant spinor χ the state is

ψ = [f(r) + g(r) Q(n)] χ, now with n = r/|r|.

Q is unchanged when space and spin rotate together, so Qχ has the same F as χ. The average of n_i n_j over directions is δ_ij/3, so the average of Q is J²/3 − 5/4 = 0. Hence Qχ is pure L=2, and because Q² = 1 it has the same norm as χ. The sign of g below refers to this choice of L=2 function.

**(b) Derive the two radial equations.**

For a radial function f,

∂_i ∂_j f = (f′/r) δ_ij + (f″ − f′/r) n_i n_j.

Contracting with J_i J_j, using J² = 15/4 and (n·J)² = Q + 5/4, and subtracting (5/4)(f″ + 2f′/r), we get

D(fχ) = (f″ − f′/r) Qχ + [15/4 + (5/4)(−1) − 5/2](f′/r) χ + (5/4 − 5/4) f″ χ.

The square bracket is zero, so

D(fχ) = (f″ − f′/r) Qχ.

For the L=2 part, note that D becomes −k²Q in Fourier space. Its square is k⁴, so D² = ∇⁴. For r > 0 write g = F″ − F′/r, which can be solved for F by two integrations. Then gQχ = D(Fχ), and D(gQχ) = (∇⁴F)χ. The derivative of the Laplacian of F is

(F″ + 2F′/r)′ = F‴ + 2F″/r − 2F′/r² = g′ + 3g/r.

Applying d/dr + 2/r once more gives

∇⁴F = g″ + 3g′/r − 3g/r² + 2g′/r + 6g/r² = g″ + 5g′/r + 3g/r².

The ordinary Laplacian acts on an L=2 function as g″ + 2g′/r − 6g/r². Separating the coefficients of χ and Qχ in Hψ = Eψ yields

−f″ − 2f′/r + μ(g″ + 5g′/r + 3g/r²) − 2f/r = E f,

−g″ − 2g′/r + 6g/r² + μ(f″ − f′/r) − 2g/r = E g.

**(c) Which powers of r can start the solution?**

Insert f = α r^s and g = β r^s in the kinetic terms, the most singular ones. The coefficients of r^(s−2) are

row 1: −s(s+1) α + μ(s+1)(s+3) β,

row 2: μ s(s−2) α − (s−2)(s+3) β.

Both must vanish for a leading power, so the determinant must be zero:

(1−μ²) s(s+1)(s−2)(s+3) = 0.

The power s = −3 is not normalisable. The power s = −1 gives f ∝ 1/r with g = −μf/2. The term −∇² acting on f then contains a delta function at the origin. The term μD acting on the L=2 part cancels only a fraction μ² of it, and the potential cancels none, so this power is excluded too. This leaves s = 0 and s = 2. For s = 0, row 2 reads 6β = 0, so g(0) = 0 while f(0) is free.

The power s = 1 is not in the list. A linear term can therefore appear only as a response to the potential, and its size is fixed by f(0).

**(d) Find the linear terms of f and g.**

Take f(0) ≠ 0 and set

f = f(0)(1 + a r + …), g = f(0)(b r + …).

The terms of order 1/r in the radial equations come from the kinetic rows at s = 1 and from −2/r acting on f(0). The energy does not enter at this order. The equations are

−2a + 8μb − 2 = 0,

−μa + 4b = 0.

The second gives b = μa/4. The first becomes −2a(1−μ²) = 2. Therefore

f′(0)/f(0) = −1/(1−μ²),

g′(0)/f(0) = −μ/[4(1−μ²)].

The L=2 envelope starts linearly in r, although an L=2 function in a smooth potential would start as r². At μ = 0 the L=0 slope is −1, that of the hydrogenic function e^(−r). The enhancement by 1/(1−μ²) thus concerns the logarithmic slope f′(0)/f(0), compared at fixed γ1 and ε. It does not describe f′(0) of the normalised function, since f(0) also depends on μ.

The two masses, in units of m0/γ1, are 1/(1−μ) and 1/(1+μ). Their mean is

½[1/(1−μ) + 1/(1+μ)] = 1/(1−μ²),

and their difference is 2μ/(1−μ²). The L=0 slope is thus minus the mean mass, and the L=2 slope is minus one eighth of the mass difference. For small μ the L=2 slope is of first order in μ, while the L=0 slope changes in second order. As μ → 1 the heavy mass diverges and both slopes diverge with it.

A bound-state calculation gives an independent comparison. The radial problem was solved with piecewise polynomials for f and g, imposing neither g(0) nor any slope. At μ = 0.6 it gives −1.5625 and −0.2344 for the two slopes, in agreement with the formulas to these digits.

The singularity is essential. If the potential is finite at r = 0, the source −2 in the first equation is absent. The determinant of the remaining pair, −8(1−μ²), is not zero, so a = b = 0. With the potential −(2/r)(1 − e^(−r/0.1)) and μ = 0.7612, the calculated f′/f(0) at r = 0.0005 is −0.008, against −2.378 at the origin for the point charge.

**(e) Obtain the same linear term without radial equations, and extend it to a cubic crystal.**

The linear part u of ψ/f(0) must satisfy Tu = (2/r)χ. Because D² = ∇⁴ and D commutes with ∇²,

(−∇² + μD)(−∇² − μD) = (1−μ²)∇⁴.

Choose w = r³/12. Then ∇²w = r and ∇⁴w = 2/r, so

u = (−∇² − μD)(wχ)/(1−μ²)

solves the equation. From (b), D(wχ) = (r/2 − r/4)Qχ = (r/4)Qχ. Hence

u = −r [1 + (μ/4) Q(n)] χ/(1−μ²),

which contains both slopes found in (d).

With γ2 ≠ γ3 the kinetic energy is k²T(n), where T(n) is a 4×4 matrix with cubic symmetry. Let ⟨…⟩ be the average over directions n. Since ⟨|n·r|⟩ = r/2, we have

2/r = ∇²r = 2∇²⟨|n·r|⟩.

A function of n·r alone varies only along n, so the kinetic operator acts on it as −T(n) times the second derivative with respect to n·r. On such a function ∇² is that same second derivative. It follows that

u = −2⟨|n·r| T(n)⁻¹⟩χ

satisfies the required equation. Any other solution of first degree in r would differ from it by a solution without source. For positive definite T(n) such a solution is a polynomial, here of first degree, which is odd and excluded by parity.

Averaging over the direction of r replaces |n·r| by r/2. The L=0 part of u is therefore −r⟨T(n)⁻¹⟩χ. Cubic symmetry makes ⟨T⁻¹⟩ a multiple of the unit matrix. In the spherical case T⁻¹ = (1+μQ)/(1−μ²) and ⟨Q⟩ = 0, which returns the result of (d).

**(f) What limits the linear law?**

At the next order the power s = 2 matters. It is itself an allowed leading power, so the kinetic rows there cannot absorb an arbitrary source. Row 2 vanishes at s = 2, but the potential supplies the source −2b. A logarithm is needed:

f/f(0) = 1 + a r + p r² ln r + …, g/f(0) = b r + q r² ln r + ….

Acting on r^s ln r, the kinetic terms give the rows of (c) times r^(s−2) ln r, plus their derivatives with respect to s times r^(s−2). At s = 2 the ln r terms require

−6p + 15μq = 0, so p = 5μq/2.

The derivative of row 2 at s = 2 is 2μp − 5q. Balancing it with the source gives

2μp − 5q − 2b = 0, so −5(1−μ²)q = 2b.

With b from (d),

q = μ/[10(1−μ²)²], p = μ²/[4(1−μ²)²].

The corrections are thus of order r² ln r when μ ≠ 0. At μ = 0 both logarithms vanish, as they must for e^(−r). For μ = 0.6 the calculated bound state gives p = 0.2197 and q = 0.1465, equal to the formulas to these digits. Ordinary r² terms are also present, and one of their constants is fixed only by the decay at large r.

**(g) Evaluate the cusp for a shallow acceptor in germanium and judge its use.**

As inputs chosen near those of germanium, and not meant as measured values, take γ1 = 13.4, γ2 = 4.2, γ3 = 5.7 and ε = 16. Then

μ = (16.8 + 34.2)/67 = 0.7612, 1/(1−μ²) = 2.378.

The units are a0 = 11.35 nm and R0 = 3.966 meV. The slopes are

f′(0)/f(0) = −2.378/(11.35 nm) = −0.210 nm⁻¹,

g′(0)/f(0) = −(0.7612/4) × 0.210 nm⁻¹ = −0.040 nm⁻¹.

With γ1 and ε held fixed, μ = 0 would give −0.088 nm⁻¹ for the L=0 slope. The masses are 0.31 m0 and 0.042 m0, with mean 0.177 m0. The heavy hole supplies most of this mean and hence most of the cusp.

The calculated envelopes, followed by the linear law in brackets, are

r = 0.5 nm: f/f(0) = 0.897 (0.895), g/f(0) = −0.0199 (−0.0199)

r = 1 nm: f/f(0) = 0.802 (0.790), g/f(0) = −0.038 (−0.040)

r = 4 nm: f/f(0) = 0.3965 (0.1617), g/f(0) = −0.092 (−0.160).

At 1 nm the linear law for f is low by 1.4% of the calculated value; at 4 nm it is useless. With r in units of a0, the logarithmic term alone would lower f at 1 nm, where r/a0 = 0.088, by

0.819 × 0.088² × 2.43 ≈ 0.015.

The calculated f nevertheless lies 0.011 above the line, so the remaining terms together are positive and larger. This division depends on the unit of length inside the logarithm. The L=2 part holds 27% of the norm of the whole state, although it vanishes at the ion.

The binding energy is 2.226 R0 = 8.83 meV. The group-III acceptors in real germanium are bound by about 11 to 12 meV, so the model has the right size but is some 20% low and has no chemical differences between acceptors. At 4 K the thermal energy is 0.34 meV, small beside the binding. At a light doping of 10¹⁴ cm⁻³ the sphere available to each acceptor has a radius of 134 nm, much larger than a0. Temperature and neighbours are therefore minor concerns under these conditions; the short-range physics is not.

Cubic warping, inserted through ⟨T⁻¹⟩, changes the L=0 slope from −2.378 to −2.554 in units of 1/a0, an increase in magnitude of 7.4%. It also raises the four-band binding energy, from 8.83 to about 9.4 meV.

The split-off band matters more. For a rough splitting Δ = 0.3 eV, the kinetic scale ħ²γ1/(2m0 ℓ²) equals Δ at ℓ = 1.30 nm. Far inside this length the spin-orbit splitting is negligible, and the kinetic matrix acts on three p-like orbitals as (1−μ)δ_ij + 3μ n_i n_j. Its eigenvalues are 1−μ twice and 1+2μ. The directional average of its inverse is one third of the trace, so the limiting slope is

−(1/3)[2/(1−μ) + 1/(1+2μ)] = −2.924 in units of 1/a0,

which is 23% larger in magnitude than the four-band value. This number belongs to the spherical approximation. With γ2 ≠ γ3 the three-orbital matrix has along [110] the eigenvalue (γ1 + γ2 − 3γ3)/γ1 = 0.5/13.4, so the limiting slope steepens to −4 or beyond and depends strongly on the inputs. The six-band limit is itself formal: the same kinetic scale reaches the direct gap of germanium, about 0.9 eV, at ℓ ≈ 0.75 nm, and inside that length the coupling to the conduction band spoils the parabolic form. The region where the linear law is accurate thus lies largely where the four-band model is already being left. The energy is less exposed to this: the binding energy is only 3% of Δ, and in the spherical model the split-off band raises it by about 2%.

The dielectric constant also fails close to the ion. A simple model multiplies the potential by 1 + (ε−1)e^(−r/λ), with a rough range λ = 0.1 nm, so that the hole sees the bare charge at the centre. The binding energy rises to 9.63 meV. This value depends strongly on the assumed range: λ = 0.2 nm would give about 23 meV, so the example shows a mechanism and does not predict an energy. At 1 nm, ten ranges away, f′/f changes from −0.23 to −0.36 nm⁻¹. Outside the core the potential is practically that of the point charge again, but the energy lies below the lowest level of the point charge. The outer solution, continued to the origin in the point-charge potential, therefore cannot be regular there. It must contain at least one of the powers s = −1 and s = −3 rejected in (c), and these are not confined to the range λ.

The cusp is therefore a sharp condition on those solutions of the point-charge envelope model that do not vanish at the ion. It can guide the choice of basis functions or check a numerical solution. It is not a prediction for the hole density of a real acceptor near the ion, where the band structure, the screening and finally the atomic structure of the impurity decide the answer. Their influence does not stop at a nanometre: in the screening example with λ = 0.1 nm, f′/f is still changed by 23% at 2 nm. The remaining values of μ and the mesh comparison are in the numerical output.

Values computed for the example and the checks

```
Cartesian check: radial equations, error 3.3e-142
Cartesian check: linear term, error 2.1e-143
mu=0: energy -1.00000000 R0, f'(0)/f(0) -1.00000 /a0
Slopes at r=0 over f(0), in 1/a0: numerical | formula
 mu=0.3000: L=0 -1.09890 | -1.09890; L=2 -0.08242 | -0.08242
 mu=0.6000: L=0 -1.56250 | -1.56250; L=2 -0.23437 | -0.23438
 mu=0.7612: L=0 -2.37765 | -2.37765; L=2 -0.45246 | -0.45246
 mu=0.8000: L=0 -2.77778 | -2.77778; L=2 -0.55556 | -0.55556
r^2 ln r coefficients in 1/a0^2, numerical | formula; power of g
 mu=0.3000: f 0.0272 | 0.0272; g 0.0362 | 0.0362; 1.0006
 mu=0.6000: f 0.2197 | 0.2197; g 0.1465 | 0.1465; 1.0008
 mu=0.7612: f 0.8189 | 0.8189; g 0.4303 | 0.4303; 1.0011
 mu=0.8000: f 1.2346 | 1.2346; g 0.6173 | 0.6173; 1.0012
Example (rough Ge): gamma1 13.4, gamma2 4.2, gamma3 5.7, eps 16.0
mu = 0.7612, 1/(1-mu^2) = 2.3776
a0 = 11.346 nm, R0 = 3.9662 meV
heavy mass 0.3125 m0, light mass 0.0424 m0
mean mass 0.1774 m0
binding energy 2.22639 R0 = 8.830 meV
L=2 weight of the ground state 0.2675
L=0 slope -0.20957 /nm; mu=0 value -0.08814 /nm
L=2 slope -0.03988 /nm
r (nm): f/f(0), linear law; g/f(0), linear law; mu=0 f/f(0)
 0.1: 0.9790, 0.9790; -0.0040, -0.0040; 0.9912
 0.5: 0.8971, 0.8952; -0.0199, -0.0199; 0.9569
 1.0: 0.8017, 0.7904; -0.0376, -0.0399; 0.9156
 2.0: 0.6364, 0.5809; -0.0651, -0.0798; 0.8384
 4.0: 0.3965, 0.1617; -0.0920, -0.1595; 0.7029
Coarser mesh: energy shift 5.5e-10 meV, slope shift -1.5e-10 /a0
No Coulomb singularity (core 0.1 a0): f'/f(0) at 0.0005 a0 = -0.0078 /a0
Neglected effects:
 cubic warping: L=0 slope -2.5540 /a0, change 7.4 %
 split-off energy 0.3 eV (rough): length 1.30 nm
 slope far inside that length -2.9238 /a0
 binding energy / split-off energy 0.0294
 screening range 0.1 nm (rough): binding energy 9.630 meV
 f'/f at 1 nm: -0.2275 /nm, with that screening -0.3610 /nm
 thermal energy at 4 K 0.345 meV
 acceptor sphere radius at 1e+14 /cm3: 134 nm
```
